# Zemach radius and proton-size shift of the 21 cm line, part 2

The 1s hyperfine splitting $E$ of hydrogen (the 21 cm line) is compared with its point-proton value $E_F$, in SI units. The static proton has spherical charge density $e\rho_E$ and magnetisation $\boldsymbol\mu\rho_M$, both densities normalised to 1, with form factors $G_E(q)$, $\tilde G_M(q)$, moment $\boldsymbol\mu=g_p\mu_N\mathbf I/\hbar$ and size $R$. The electron has spin $\mathbf S$, moment $-g_e\mu_B\mathbf S/\hbar$ with $g_e=2$, reduced mass $m_r=m_em_p/(m_e+m_p)$, and $a=4\pi\varepsilon_0\hbar^2/(m_re^2)$.

Part (a) gave, with $Q_M(r)$ the fraction of the moment inside $r$ and $u=Q_M/r^3$,

$$\mathbf A=\frac{\mu_0}{4\pi}\,u(r)\,\boldsymbol\mu\times\mathbf r .$$

$$E_F=\frac{4\mu_0\mu_B\,g_p\mu_N}{3\pi a^3},\qquad \frac{E}{E_F}=\pi a^3\int\rho_M|\psi|^2\,d^3r .$$

For a point charge $\psi=\psi_0=(\pi a^3)^{-1/2}e^{-r/a}$. In general $V=-(e^2/4\pi\varepsilon_0)\Phi(r)$.

Part (b) gave $\delta\equiv E/E_F-1=-2r_Z/a$ to first order, where the Zemach radius $r_Z$ is the mean of $|\mathbf r-\mathbf r'|$ over $\rho_E(r)\rho_M(r')$. The leading remainder is $-\tfrac43(\langle r_E^2\rangle/a^2)\ln(a/R)$, with $\langle r_E^2\rangle$ the mean square charge radius.

Part (c) gave

$$r_Z=\frac4\pi\int_0^\infty\frac{dq}{q^2}\left[1-G_E(q)\,\tilde G_M(q)\right].$$

The constant $4/\pi$ comes from the kernel integral $\int_0^\infty(x-\sin x)x^{-3}dx=\pi/4$. For dipoles $G_E=\tilde G_M=(1+q^2/\lambda^2)^{-2}$, $\lambda=\Lambda/(\hbar c)$, the integrals $I_k=\int_0^\infty dx/(1+x^2)^k$ led to $r_Z=35/(8\lambda)$. Unequal dipoles have parameters $\lambda_E$, $\lambda_M$.

In position space the dipole density is $\rho=\lambda^3e^{-\lambda r}/(8\pi)$, with $\langle r\rangle=3/\lambda$, $\langle r^2\rangle=12/\lambda^2$ and, for $x=\lambda r$, $\Phi=[1-e^{-x}(1+x/2)]/r$. The mean distance $w(r)$ from a point at radius $r$ to the charge obeys

$$\lambda w=x+\frac4x-e^{-x}\left(1+\frac4x\right).$$

Still to come are the numbers for $\Lambda^2=0.71\ \mathrm{GeV}^2$ (d) and a test of the nonrelativistic treatment (e). First, averaging $\lambda w$ with the weight $\tfrac12x^2e^{-x}dx$ completes the position-space check of (c):

$$\lambda r_Z=\tfrac12\cdot3!+2\cdot1!-\tfrac12\cdot\tfrac{2!}{8}-2\cdot\tfrac{1!}{4}=3+2-\tfrac18-\tfrac12=\tfrac{35}{8}.$$

The two roads agree. The numerical check also samples a million pairs of points from the two densities and finds the mean distance $\lambda r_Z=4.3774\pm0.0022$, about one standard error from $35/8=4.375$.

One limit can be done exactly and checks (b). For a point charge $\psi=\psi_0$, and

$$\frac{E}{E_F}=\frac{\lambda^3}{2}\int_0^\infty r^2e^{-(\lambda+2/a)r}dr=\left(\frac{\lambda a}{\lambda a+2}\right)^3=1-\frac{6}{\lambda a}+\dots,$$

which is $1-2\langle r\rangle/a$, as the general formula demands. Of the coefficient $35/8$, the part 3 is present with a point charge, and the remaining $11/8$ is due to the spread of the charge.

With $b=\lambda a$, the first-order shift is $\delta=-35/(4b)$ and the logarithmic remainder found in (b) is $-\tfrac43\cdot12\,\ln b/b^2=-16\ln b/b^2$. The program solves the radial Schrödinger equation in the potential $\Phi$ numerically and subtracts $-35/(4b)$ from the computed $\delta$. The remainder times $b^2$ is $-10.9$, $-81.1$ and $-118.3$ at $b=10^2$, $5\times10^3$ and $5\times10^4$. The slope in $\ln b$ between the last two points is $-16.14$, which differs from the predicted $-16$ by about 1% of the prediction; the test allows 6%, since third-order terms are still present at these $b$. A further test uses unequal radii, $\lambda_M=2\lambda_E$, where the momentum integral gives $\lambda_Er_Z=3.426$. At $\lambda_Ea=10^4$ the numerical shift is $-6.863\times10^{-4}$ against the first-order $-6.852\times10^{-4}$, a difference of 0.16% of the first-order value.

### (d) Numbers for hydrogen

From $\Lambda^2=0.71\ \mathrm{GeV}^2$, $\Lambda=0.84261$ GeV. With $1\ \mathrm{GeV}=1.602177\times10^{-10}$ J and $\hbar c=3.161527\times10^{-26}$ J m,

$$\lambda=\frac{0.84261\times1.602177\times10^{-10}\ \mathrm J}{3.161527\times10^{-26}\ \mathrm{J\,m}}=4.270\times10^{15}\ \mathrm{m^{-1}},\qquad\frac1\lambda=2.3418\times10^{-16}\ \mathrm m,$$

$$r_Z=4.375\times2.34184\times10^{-16}\ \mathrm m=1.0246\times10^{-15}\ \mathrm m\approx1.02\ \mathrm{fm}.$$

The mean radius of the model density is $7.03\times10^{-16}$ m and its root-mean-square radius $\sqrt{12}/\lambda$ is $8.11\times10^{-16}$ m. The Zemach radius is 1.263 times the latter; it is a mean distance between two independently drawn points, and need not be smaller than the radius of either density.

With $m_r/m_e=0.99945568$ the atomic length is $a=5.294654\times10^{-11}$ m, so $b=\lambda a=2.2609\times10^5$ and $|\psi_0(0)|^2=1/(\pi a^3)=2.14456\times10^{30}\ \mathrm{m^{-3}}$. The constants are $\mu_0=1.256637\times10^{-6}\ \mathrm{N/A^2}$, $\mu_B=9.274010\times10^{-24}$ J/T, $g_p=5.585695$ and $\mu_N=5.050784\times10^{-27}$ J/T, and

$$E_F=\tfrac43\,(1.256637\times10^{-6})(9.274010\times10^{-24})(5.585695)$$
$$\times\,(5.050784\times10^{-27})(2.14456\times10^{30})\ \mathrm J=9.40133\times10^{-25}\ \mathrm J .$$

Division by $h=6.626070\times10^{-34}$ J s gives $\nu_F=1.41884\times10^9$ Hz, and the wavelength is $\ell=c/\nu_F=(2.997925\times10^8\ \mathrm{m/s})/(1.41884\times10^9\ \mathrm{Hz})=0.21129$ m. The relative shift is

$$\delta=-\frac{2\times1.0246\times10^{-15}\ \mathrm m}{5.2947\times10^{-11}\ \mathrm m}=-3.870\times10^{-5}=-38.7\ \mathrm{ppm},$$

measured against the splitting for a point proton. The frequency changes by

$$\Delta\nu=\delta\,\nu_F=-3.870\times10^{-5}\times1.41884\times10^9\ \mathrm{Hz}=-5.49\times10^4\ \mathrm{Hz}=-54.9\ \mathrm{kHz},$$

the energy by $-3.64\times10^{-29}$ J, and, since $\ell\propto1/\nu$, the wavelength grows by $-\delta\,\ell=3.870\times10^{-5}\times0.21129\ \mathrm m=8.18\times10^{-6}$ m. With a point charge and the same magnetisation the shift would be only $-2.65\times10^{-5}$.

These digits treat 0.71 as exact. The parameter is given to two figures and $\delta\propto1/\Lambda$, so for the standard dipole the result is properly stated as $r_Z\approx1.0$ fm, $\delta\approx-39$ ppm, $\Delta\nu\approx-55$ kHz and a lengthening of the wavelength by about $8\times10^{-6}$ m. The second figure belongs to the model and not to the real proton. Two Gaussian densities of the same root-mean-square radius $R$ have a Gaussian difference vector with variance $2R^2/3$ per component and mean length $\sqrt{16/(3\pi)}\,R=1.303R$, which gives $r_Z=1.06$ fm, $-40$ ppm and $-57$ kHz. The model radius of 0.81 fm is also below the tabulated charge radius of the proton, 0.84 fm; dipoles with both radii scaled to that value give $r_Z=1.263\times0.84\ \mathrm{fm}=1.06$ fm and again $-40$ ppm and $-57$ kHz. For hydrogen itself the calculation supports a shift of roughly $-40$ ppm.

The numerical Schrödinger solution at the physical $b$ gives $\delta=-3.87043\times10^{-5}$ against the first-order $-3.87015\times10^{-5}$. The difference, $-2.8\times10^{-9}$, is $7\times10^{-5}$ of the shift. It is smaller in size than the logarithmic term alone, $-16\ln b/b^2=-3.9\times10^{-9}$, so the second-order term without a logarithm is positive in this model. The values at smaller $b$ say the same: continuing the remainder from $b=5\times10^4$ with the computed slope gives $-118.3-16.14\,\ln(2.2609\times10^5/5\times10^4)=-143$, and $-143/b^2=-2.8\times10^{-9}$.

### (e) The relativistic check and the limits of the result

The Coulomb energy $e^2/(4\pi\varepsilon_0r)$ equals $m_ec^2$ at the classical electron radius, $2.82\times10^{-15}$ m, which is larger than $r_Z$. The region that produces the shift is one where $|V|$ exceeds the rest energy, and the Schrödinger equation cannot be trusted there without a check. The check uses the Dirac equation for a particle of mass $m$ and charge $-e$ in the fixed potential $V$, with $m$ set to $m_r$ so that $a=\hbar/(mc\alpha)$, where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$. This choice of mass is part of the static model, and only ratios of splittings are used.

For upper and lower two-component spinors $\phi$ and $\eta$ and the energy $\varepsilon$ counted from $mc^2$, the equation is

$$(\varepsilon-V)\phi=c\,\boldsymbol\sigma\cdot\mathbf p\,\eta,\qquad(2mc^2+\varepsilon-V)\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi .$$

For the ground state take $\phi=g(r)\xi$ and $\eta=-if(r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi$ with a constant unit spinor $\xi$ and real $g$, $f$. With $\mathbf p=-i\hbar\nabla$, $\boldsymbol\sigma\cdot\mathbf p\,\phi=-i\hbar g'(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi$. The identity $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $\boldsymbol\sigma\cdot\mathbf p\,\eta=-\hbar[\nabla\cdot(f\hat{\mathbf r})+i\boldsymbol\sigma\cdot\nabla\times(f\hat{\mathbf r})]\xi=-\hbar(f'+2f/r)\xi$, because a radial field of this kind has no curl. The radial equations are $\hbar c\,g'=(2mc^2+\varepsilon-V)f$ and $\hbar c\,(f'+2f/r)=-(\varepsilon-V)g$. Measure lengths in $a$ and energies in $\hbar^2/(ma^2)=\alpha^2mc^2$, so that $\hbar c\to1/\alpha$, $mc^2\to1/\alpha^2$ and $V=-\Phi$, and set $F=2f/\alpha$:

$$g'=\left[1+\tfrac12\alpha^2(\varepsilon-V)\right]F,\qquad F'+\frac{2F}{r}=-2(\varepsilon-V)\,g .$$

At $\alpha\to0$, $F=g'$ and the second equation is the Schrödinger equation.

The magnetic coupling comes from $\mathbf p\to\mathbf p+e\mathbf A$, and its first-order energy density is $ec\,[\phi^\dagger\boldsymbol\sigma\cdot\mathbf A\,\eta+\eta^\dagger\boldsymbol\sigma\cdot\mathbf A\,\phi]$. Inserting the spinors,

$$ec\,gf\,\xi^\dagger\big[-i(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\hat{\mathbf r})+i(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf A)\big]\xi=2ec\,gf\,\xi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\,\xi,$$

where the scalar products cancel and the two cross products add. From (a), $\mathbf A\times\hat{\mathbf r}=(\mu_0/4\pi)(Q_M/r^2)[\hat{\mathbf r}(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\mu]$, whose bracket averages to $-\tfrac23\boldsymbol\mu$. The factor $r^2$ of the volume element cancels $1/r^2$, so the splitting is a size-independent constant times

$$\mathcal H=\frac{-2\int_0^\infty gF\,Q_M\,dr}{\int_0^\infty\left(g^2+\tfrac14\alpha^2F^2\right)r^2dr}.$$

At $\alpha\to0$ the numerator is $-\int(g^2)'Q_M\,dr=\int g^2Q_M'\,dr$, which is the integral $\int\rho_M|\psi|^2$ of (a) up to normalisation; for a point proton $g=e^{-r}$ and $\mathcal H=1/(1/4)=4$.

For a point proton at finite $\alpha$ the solution is $g=r^{\gamma-1}e^{-r}$, $F=-2g/(1+\gamma)$, $\varepsilon=-1/(1+\gamma)$ with $\gamma=\sqrt{1-\alpha^2}$. In the first equation, $g'/g=(\gamma-1)/r-1$; on the right the $1/r$ term is $-\alpha^2/[(1+\gamma)r]=(\gamma-1)/r$, and the constant is $-[2+\alpha^2\varepsilon]/(1+\gamma)=-[2-(1-\gamma)]/(1+\gamma)=-1$. In the second, the left side is $F[(\gamma+1)/r-1]=g[-2/r+2/(1+\gamma)]$, which equals $-2(\varepsilon+1/r)g$. With $1+\alpha^2/(1+\gamma)^2=2/(1+\gamma)$ and $\int_0^\infty r^{n-1}e^{-2r}dr=\Gamma(n)/2^n$,

$$\mathcal H_{\rm point}=\frac{\frac{4}{1+\gamma}\,\Gamma(2\gamma-1)\,2^{-(2\gamma-1)}}{\frac{2}{1+\gamma}\,\Gamma(2\gamma+1)\,2^{-(2\gamma+1)}}=\frac{8}{2\gamma(2\gamma-1)}=\frac{4}{\gamma(2\gamma-1)} .$$

The factor $1/[\gamma(2\gamma-1)]$ is the Breit correction; it exceeds 1 by $7.99\times10^{-5}$.

The radial equations show why a large $|V|$ does little harm. The second equation integrates to $F=-(2/r^2)\int_0^r(\varepsilon-V)g\,r'^2dr'$, which contains no $\alpha$ explicitly and stays of order $g$, since $|V|\le1/r$. The relativistic term in the first equation adds $\tfrac12\alpha^2|V|F\sim-\alpha^2g/(2r)$ to $g'$. It exceeds the nonrelativistic $g'=F$ for $r$ below about $\alpha^2/2$, but what enters $\mathcal H$ is the product $gF$, and the extra slope changes $g$ itself only by the relative amount $\tfrac12\alpha^2\ln(a/R)$ on the way from $r\sim a$ in to $r\sim R$. This is the factor $r^{\gamma-1}$, with $\gamma-1\approx-\alpha^2/2$. The size-dependent part of $\mathcal H$ comes mostly from $r\sim R$ and contains the factor twice, so the relative change of $\delta$ is estimated as $\alpha^2\ln b$ plus terms of order $\alpha^2$ that the estimate does not fix. With $\alpha=7.297\times10^{-3}$, $\alpha^2\ln b=6.6\times10^{-4}$.

The program integrates the Dirac equations with the dipole densities at the physical $b$, divides by $\mathcal H_{\rm point}$, and finds $\delta=-3.87265\times10^{-5}$. This exceeds the first-order value in size by $6.5\times10^{-4}$ of that value, and the test requires the difference to stay below $4\alpha^2\ln b$. The near equality of $6.5\times10^{-4}$ and $6.6\times10^{-4}$ is closer than the estimate justifies: the first number includes the nonrelativistic remainder of $0.7\times10^{-4}$ found in (d), and relative to the numerical Schrödinger value the relativistic change is $3.87265/3.87043-1=5.7\times10^{-4}$. The formula $\delta=-2r_Z/a$ therefore holds for hydrogen, within the static model, to better than one part in a thousand of the shift. The correction grows with the nuclear charge $Z$, because $\alpha$ is replaced by $Z\alpha$ in the radial equations, and the first-order formula fails once $(Z\alpha)^2\ln(a/R)$ or $R/a$ is no longer small.

The Zemach term is not the largest correction to $E_F$. The anomalous moment of the electron, $g_e=2(1+a_e)$ with $a_e=1.16\times10^{-3}$, raises the frequency to $\nu_F(1+a_e)=1.42049\times10^9$ Hz, an effect thirty times the size of $\delta$. Used as an overall factor in (a), it leaves $\delta$ unchanged and moves $\Delta\nu$ from $-5.49\times10^4$ Hz to $-5.50\times10^4$ Hz. The Breit correction is about twice the size of $\delta$ and of opposite sign. The static model also leaves out other effects, none of them computed here, among them radiative corrections beyond $a_e$, the recoil of the proton beyond the reduced mass, and the distortion of the proton by the electron's field (its polarisability). The reading of $G_E$ and $\tilde G_M$ as Fourier transforms of densities at rest is itself part of the static assumption. All of these must be supplied before a measured line frequency can be turned into a value of $r_Z$.

## Table of computed values

```
I_1..I_4 = [pi/2, pi/4, 3*pi/16, 5*pi/32]  sum = 35*pi/32
position-space terms of lam*rZ = [3, 2, -1/8, -1/2]  sum = 35/8
kernel integral / pi = 0.2500000
lam*rZ momentum quadrature = 4.37500000
lam*rZ Monte Carlo = 4.3774 +- 0.0022
lam*<r> = 3.000000, lam^2*<r^2> = 12.000000
S.I/hbar^2 eigenvalues = -0.75, 0.25 (threefold)
b = 1e+02: remainder*b^2 = -10.9
b = 5e+03: remainder*b^2 = -81.1
b = 5e+04: remainder*b^2 = -118.3
slope of remainder*b^2 in ln b = -16.14 (predicted -16.00)
lamM = 2 lamE: lamE*rZ = 3.42593
  bE = 1e4: delta numeric = -6.8630e-04, first order = -6.8519e-04
Lambda^2 = 0.71 GeV^2, Lambda = 0.84261 GeV
hbar c = 3.161527e-26 J m, 1 GeV = 1.602177e-10 J
lam = 4.27015e+15 1/m, 1/lam = 2.34184e-16 m
<r> = 7.0255e-16 m, rms radius = 8.1124e-16 m
rZ = 1.02456e-15 m = 1.0246 fm
rZ / rms radius = 1.2630
m_r/m_e = 0.99945568, a = 5.294654e-11 m, b = lam*a = 2.2609e+05
mu0 = 1.256637e-06 N/A^2, g_p = 5.585695
mu_B = 9.274010e-24 J/T, mu_N = 5.050784e-27 J/T
h = 6.626070e-34 J s, c = 2.997925e+08 m/s
|psi(0)|^2 = 2.14456e+30 1/m^3
E_F = 9.40133e-25 J, nu_F = 1.418840e+09 Hz, wavelength = 0.21129 m
delta = -2 rZ/a = -3.87015e-05 = -38.70 ppm
delta, Schroedinger numeric = -3.87043e-05
delta, Dirac numeric = -3.87265e-05
Dirac/first order - 1 = 6.5e-04, alpha^2 ln b = 6.6e-04
log remainder -16 ln b/b^2 = -3.9e-09
delta, point charge only (-2<r>/a) = -2.6538e-05
frequency shift = -5.4911e+04 Hz = -54.9 kHz
energy shift = -3.6385e-29 J
wavelength shift = 8.178e-06 m
a_e = 1.15965e-03, nu_F(1+a_e) = 1.42049e+09 Hz
frequency shift with g = 2(1+a_e) = -5.4975e+04 Hz
alpha = 7.297353e-03, Breit factor - 1 = 7.988e-05
classical electron radius = 2.8179e-15 m
```
